**Force-constant symmetry and the three fcc nearest-neighbour constants**

The program tests $\Phi(Si,Sj)=R\,\Phi(i,j)\,R^T$, where $\Phi(i,j)$ is the $3\times3$ block of second energy derivatives for atoms $i,j$ and $S=\{R|\mathbf t\}$ is a space-group operation. It obtains the blocks of a many-body model by central differences of the energy gradient, in periodic fcc and diamond cells. The law is asserted for all 48 point operations in both lattices, and the largest errors printed are about $10^{-12}$ eV/Å². In diamond, 24 of the operations need a fractional translation. In an fcc crystal stretched by 2% along one axis, the program asserts that just 16 operations survive. A rank calculation asserts that the block of the bond $(a/2)(1,1,0)$ has three free constants: $\alpha$ and $\gamma$ in the $xy$ part and $\beta$ for $zz$. Further assertions cover all twelve neighbour blocks, the closed forms for the constants, the pressure relation, and the full rank of the derivative of $(\alpha,\beta,\gamma)$ with respect to three model parameters, which shows that the constants can be varied independently. For the chosen parameters the output gives $\alpha=1.024$, $\beta=-0.130$ and $\gamma=1.124$ eV/Å².

## Check in Python

```python
# RESULT UNDER TEST
# For a space-group operation S = {R|t}: Phi(Si,Sj) = R Phi(i,j) R^T, where
# Phi(i,j) is the 3x3 block of second energy derivatives for atoms i and j.
# For fcc and the bond (a/2)(1,1,0) it follows that
#   Phi = -[[alpha, gamma, 0], [gamma, alpha, 0], [0, 0, beta]].
# Energy model (nearest neighbours only, many-body):
#   E = sum_i [ sum_j A exp(-p(r/r0-1)) - xi sqrt(rho_i) ],
#   rho_i = sum_j exp(-2q(r/r0-1)).
# Lengths in angstrom, energies in eV. Sites are integers in units of a/4.
import itertools
import numpy as np
from scipy.constants import e as charge, angstrom

A, XI, P_REP, Q_ATT, R0 = 0.1, 1.2, 10.0, 2.5, 2.5
LATTICE = 3.5
PARAMS = (A, XI, Q_ATT)
STEP = 1e-4
UNIT_N_PER_M = charge / angstrom**2

rotations = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, order[row]] = signs[row]
        rotations.append(R)


class Crystal:
    """Periodic cubic supercell with a fixed nearest-neighbour table."""

    def __init__(self, basis, cells, bond_squared):
        self.box = 4 * cells
        shifts = itertools.product(range(cells), repeat=3)
        self.sites = np.array([4 * np.array(s) + np.array(b)
                               for s in shifts for b in basis])
        self.n = len(self.sites)
        self.lookup = {tuple(s): k for k, s in enumerate(self.sites)}
        diff = self.sites[None] - self.sites[:, None]
        half = self.box // 2
        diff = (diff + half) % self.box - half
        self.i, self.j = np.nonzero((diff**2).sum(-1) == bond_squared)
        self.vec = diff[self.i, self.j]

    def index(self, site):
        return self.lookup.get(tuple(int(c) % self.box for c in site))

    def image(self, R, t):
        """Labels S(i) for all i, or None if S is not a symmetry."""
        labels = [self.index(R @ s + t) for s in self.sites]
        return None if None in labels else np.array(labels)

    def energy_gradient(self, u, edges, params=PARAMS):
        amp, xi, q = params
        bond = self.vec * edges / 4 + u[self.j] - u[self.i]
        r = np.sqrt((bond**2).sum(1))
        rep = amp * np.exp(-P_REP * (r / R0 - 1))
        att = np.exp(-2 * q * (r / R0 - 1))
        rho = np.bincount(self.i, att, self.n)
        energy = rep.sum() - xi * np.sqrt(rho).sum()
        slope = (-P_REP / R0 * rep
                 + xi * q / R0 * att / np.sqrt(rho[self.i]))
        pull = (slope / r)[:, None] * bond
        grad = np.stack([np.bincount(self.j, pull[:, c], self.n)
                         - np.bincount(self.i, pull[:, c], self.n)
                         for c in range(3)], axis=1)
        return energy, grad

    def blocks_of_atom(self, atom, edges, params=PARAMS):
        """Array [j, a, b] = Phi_ab(atom, j) by central differences."""
        out = np.zeros((self.n, 3, 3))
        for a in range(3):
            u = np.zeros((self.n, 3))
            u[atom, a] = STEP
            plus = self.energy_gradient(u, edges, params)[1]
            minus = self.energy_gradient(-u, edges, params)[1]
            out[:, a, :] = (plus - minus) / (2 * STEP)
        return out

    def all_blocks(self, edges):
        return np.array([self.blocks_of_atom(k, edges)
                         for k in range(self.n)])


def law_error(phi, labels, R):
    return np.abs(phi[labels][:, labels] - R @ phi @ R.T).max()


fcc_basis = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
fcc = Crystal(fcc_basis, 3, 8)
cubic = LATTICE * np.ones(3)
assert len(fcc.i) == 12 * fcc.n

# Gradient against energy differences at a random distorted configuration
rng = np.random.default_rng(1)
u_random = 0.05 * rng.standard_normal((fcc.n, 3))
gradient = fcc.energy_gradient(u_random, cubic)[1]
for atom, axis in [(0, 0), (17, 1), (80, 2)]:
    du = np.zeros((fcc.n, 3))
    du[atom, axis] = STEP
    slope = (fcc.energy_gradient(u_random + du, cubic)[0]
             - fcc.energy_gradient(u_random - du, cubic)[0]) / (2 * STEP)
    assert abs(slope - gradient[atom, axis]) < 1e-6

# Transformation law in fcc, each rotation joined to a lattice translation
phi = fcc.all_blocks(cubic)
assert np.abs(phi - phi.transpose(1, 0, 3, 2)).max() < 1e-6
operations = [(R, fcc.image(R, fcc.sites[(7 * k + 1) % fcc.n]))
              for k, R in enumerate(rotations)]
fcc_error = max(law_error(phi, s, R) for R, s in operations)
assert fcc_error < 1e-8

# Control: stretching one cube edge must break the law for some operations
stretched = LATTICE * np.array([1, 1, 1.02])
phi_stretched = fcc.all_blocks(stretched)
errors = np.array([law_error(phi_stretched, s, R) for R, s in operations])
surviving = int((errors < 1e-8).sum())
smallest_break = errors[errors >= 1e-8].min()
assert surviving == 16 and smallest_break > 1e-3

# Diamond lattice: half of the operations need a fractional translation
diamond_basis = fcc_basis + [tuple(np.array(b) + 1) for b in fcc_basis]
diamond = Crystal(diamond_basis, 2, 3)
diamond_edge = 4 * R0 / np.sqrt(3)
phi_diamond = diamond.all_blocks(diamond_edge * np.ones(3))
fractional, diamond_error = 0, 0.0
for R in rotations:
    labels = diamond.image(R, np.zeros(3, dtype=int))
    if labels is None:
        labels = diamond.image(R, np.ones(3, dtype=int))
        fractional += 1
    assert labels is not None
    diamond_error = max(diamond_error, law_error(phi_diamond, labels, R))
assert fractional == 24 and diamond_error < 1e-8

# Number of free constants in the block of the bond (1,1,0)
bond = np.array([2, 2, 0])
fixing = [R for R in rotations if np.array_equal(R @ bond, bond)]
reversing = [R for R in rotations if np.array_equal(R @ bond, -bond)]
transpose = np.zeros((9, 9))
for a in range(3):
    for b in range(3):
        transpose[3 * a + b, 3 * b + a] = 1


def constraints(fix, reverse):
    rows = [np.kron(R, R) - np.eye(9) for R in fix]
    rows += [np.kron(R, R) - transpose for R in reverse]
    return np.vstack(rows)


def free_count(fix, reverse):
    return 9 - int(np.linalg.matrix_rank(constraints(fix, reverse)))


mirror_z = np.diag([1, 1, -1])
swap_xy = np.array([[0, 1, 0], [1, 0, 0], [0, 0, 1]])
count_z = free_count([mirror_z], [])
count_swap = free_count([swap_xy], [])
count_fix = free_count(fixing, [])
count_inversion = free_count([], [-np.eye(3)])
count_all = free_count(fixing, reversing)
assert count_fix == count_all == 3


def pattern(alpha, beta, gamma):
    return -np.array([[alpha, gamma, 0], [gamma, alpha, 0], [0, 0, beta]])


for unit in np.eye(3):
    vector = pattern(*unit).ravel()
    assert np.abs(constraints(fixing, reversing) @ vector).max() < 1e-12

# Computed block of the model crystal
origin = fcc.index((0, 0, 0))
block = phi[origin, fcc.index(bond)]
alpha, beta, gamma = -block[0, 0], -block[2, 2], -block[0, 1]
assert np.abs(block - pattern(alpha, beta, gamma)).max() < 1e-8
axes = np.array([[1, 1, 0], [1, -1, 0], [0, 0, np.sqrt(2)]]) / np.sqrt(2)
principal = -axes @ block @ axes.T
stiffness = np.diag(principal)
assert np.abs(principal - np.diag(stiffness)).max() < 1e-8
expected = [alpha + gamma, alpha - gamma, beta]
assert np.allclose(stiffness, expected, atol=1e-8)

# All twelve neighbours from the single block
targets = set()
for R in rotations:
    direct = phi[origin, fcc.index(R @ bond)]
    assert np.abs(direct - R @ block @ R.T).max() < 1e-8
    targets.add(tuple(int(c) for c in R @ bond))
assert len(targets) == 12
cyclic = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
other_bond = cyclic @ bond
predicted = cyclic @ block @ cyclic.T
other_direct = phi[origin, fcc.index(other_bond)]

# Any three constants: single-valued blocks, sum rule, rotation conditions
for trial in list(np.eye(3)) + [np.array([1.3, -0.4, 0.7])]:
    shell = {}
    for R in rotations:
        key = tuple(int(c) for c in R @ bond)
        value = R @ pattern(*trial) @ R.T
        assert np.allclose(shell.setdefault(key, value), value)
    x = np.array(list(shell.keys()), dtype=float)
    f = np.array(list(shell.values()))
    self_block = -f.sum(0)
    assert np.allclose(self_block, (8 * trial[0] + 4 * trial[1]) * np.eye(3))
    assert np.abs(np.einsum('nab,nc->abc', f, x)).max() < 1e-12
    huang = np.einsum('nab,nc,nd->abcd', f, x, x)
    assert np.allclose(huang, huang.transpose(2, 3, 0, 1))

# Closed forms from the radial functions of the model
r = LATTICE / np.sqrt(2)
pair = 2 * A * np.exp(-P_REP * (r / R0 - 1))
density = np.exp(-2 * Q_ATT * (r / R0 - 1))
pair_1, pair_2 = -P_REP / R0 * pair, (P_REP / R0)**2 * pair
dens_1, dens_2 = -2 * Q_ATT / R0 * density, (2 * Q_ATT / R0)**2 * density
rho = 12 * density
embed_1, embed_2 = -XI / (2 * np.sqrt(rho)), XI / (4 * rho**1.5)
K = pair_2 + 2 * embed_1 * dens_2
T = (pair_1 + 2 * embed_1 * dens_1) / r
G = embed_2 * dens_1**2
closed = np.array([(K + T) / 2, T - 2 * G, (K - T) / 2 + G])
assert np.allclose(closed, [alpha, beta, gamma], atol=1e-6)

# Pressure from the energy, and its link to T
rest = np.zeros((fcc.n, 3))
energy_up = fcc.energy_gradient(rest, cubic + STEP)[0] / fcc.n
energy_down = fcc.energy_gradient(rest, cubic - STEP)[0] / fcc.n
pressure = (-(energy_up - energy_down) / (2 * STEP)
            / (3 * LATTICE**2 / 4))
assert abs(T + pressure * LATTICE / 4) < 1e-6
pressure_gpa = pressure * charge / angstrom**3 / 1e9


# Independence of the constants, and the pair-potential special case
def constants_for(params):
    b = fcc.blocks_of_atom(origin, cubic, params)[fcc.index(bond)]
    return np.array([-b[0, 0], -b[2, 2], -b[0, 1]])


jacobian = []
for k in range(3):
    up, down = list(PARAMS), list(PARAMS)
    up[k] *= 1.001
    down[k] *= 0.999
    jacobian.append((constants_for(up) - constants_for(down)) / 0.002)
singular = np.linalg.svd(np.array(jacobian), compute_uv=False)
assert singular[-1] > 1e-3
pair_only = constants_for((A, 0.0, Q_ATT))
assert abs(pair_only[1] - (pair_only[0] - pair_only[2])) < 1e-6
many_body_gap = beta - (alpha - gamma)
assert abs(many_body_gap + G) < 1e-6 or abs(many_body_gap) > 1e-3


def show(label, matrix):
    print(label)
    for row in matrix:
        print("   " + " ".join(f"{v + 0.0:9.5f}" for v in np.round(row, 5)))


print(f"A = {A} eV, xi = {XI} eV, p = {P_REP}, q = {Q_ATT}, r0 = {R0} angstrom")
print(f"lattice parameter a = {LATTICE} angstrom, bond length = {r:.5f} angstrom")
print(f"atoms in fcc supercell: {fcc.n}; in diamond supercell: {diamond.n}")
print(f"pressure = {pressure_gpa:.3f} GPa = {pressure:.6f} eV/angstrom^3")
print(f"point operations: {len(rotations)}")
print(f"largest error of law, fcc: {fcc_error:.1e} eV/angstrom^2")
print(f"largest error of law, diamond: {diamond_error:.1e} eV/angstrom^2")
print(f"diamond operations with fractional translation: {fractional}")
print(f"operations surviving 2 percent stretch along z: {surviving}")
print(f"smallest violation among the others: {smallest_break:.4f} eV/angstrom^2")
print(f"operations fixing / reversing the bond: {len(fixing)} / {len(reversing)}")
print(f"nearest-neighbour bonds reached: {len(targets)}")
print(f"free constants, mirror z only: {count_z}")
print(f"free constants, mirror x<->y only: {count_swap}")
print(f"free constants, inversion and transpose only: {count_inversion}")
print(f"free constants, all bond-fixing operations: {count_fix}")
print(f"free constants, with bond-reversing ones added: {count_all}")
show("Phi for bond (a/2)(1,1,0), eV/angstrom^2:", block)
for name, value in [("alpha", alpha), ("beta", beta), ("gamma", gamma)]:
    print(f"{name} = {value:.5f} eV/angstrom^2 = {value * UNIT_N_PER_M:.3f} N/m")
print(f"stiffness along (1,1,0): {stiffness[0]:.5f} eV/angstrom^2")
print(f"stiffness along (1,-1,0): {stiffness[1]:.5f} eV/angstrom^2")
print(f"stiffness along (0,0,1): {stiffness[2]:.5f} eV/angstrom^2")
show(f"predicted Phi for bond (a/4){tuple(int(c) for c in other_bond)}, "
     "eV/angstrom^2:", predicted)
show("same block computed directly, eV/angstrom^2:", other_direct)
print(f"K = {K:.5f}, T = {T:.5f}, G = {G:.5f} eV/angstrom^2")
print("closed-form alpha, beta, gamma = "
      + ", ".join(f"{v:.5f}" for v in closed) + " eV/angstrom^2")
print("pair term only: alpha, beta, gamma = "
      + ", ".join(f"{v:.5f}" for v in pair_only) + " eV/angstrom^2")
print(f"beta - (alpha - gamma), full model: {many_body_gap:.5f} eV/angstrom^2")
print("singular values of d(alpha,beta,gamma)/d ln(A,xi,q) = "
      + ", ".join(f"{v:.4f}" for v in singular) + " eV/angstrom^2")
print("all assertions hold")
```

Running it gives:

```
A = 0.1 eV, xi = 1.2 eV, p = 10.0, q = 2.5, r0 = 2.5 angstrom
lattice parameter a = 3.5 angstrom, bond length = 2.47487 angstrom
atoms in fcc supercell: 108; in diamond supercell: 64
pressure = 12.884 GPa = 0.080413 eV/angstrom^3
point operations: 48
largest error of law, fcc: 2.6e-12 eV/angstrom^2
largest error of law, diamond: 1.1e-12 eV/angstrom^2
diamond operations with fractional translation: 24
operations surviving 2 percent stretch along z: 16
smallest violation among the others: 0.3501 eV/angstrom^2
operations fixing / reversing the bond: 4 / 4
nearest-neighbour bonds reached: 12
free constants, mirror z only: 5
free constants, mirror x<->y only: 5
free constants, inversion and transpose only: 6
free constants, all bond-fixing operations: 3
free constants, with bond-reversing ones added: 3
Phi for bond (a/2)(1,1,0), eV/angstrom^2:
    -1.02354  -1.12350   0.00000
    -1.12350  -1.02354   0.00000
     0.00000   0.00000   0.12957
alpha = 1.02354 eV/angstrom^2 = 16.399 N/m
beta = -0.12957 eV/angstrom^2 = -2.076 N/m
gamma = 1.12350 eV/angstrom^2 = 18.000 N/m
stiffness along (1,1,0): 2.14704 eV/angstrom^2
stiffness along (1,-1,0): -0.09996 eV/angstrom^2
stiffness along (0,0,1): -0.12957 eV/angstrom^2
predicted Phi for bond (a/4)(0, 2, 2), eV/angstrom^2:
     0.12957   0.00000   0.00000
     0.00000  -1.02354  -1.12350
     0.00000  -1.12350  -1.02354
same block computed directly, eV/angstrom^2:
     0.12957   0.00000   0.00000
     0.00000  -1.02354  -1.12350
     0.00000  -1.12350  -1.02354
K = 2.11744, T = -0.07036, G = 0.02960 eV/angstrom^2
closed-form alpha, beta, gamma = 1.02354, -0.12957, 1.12350 eV/angstrom^2
pair term only: alpha, beta, gamma = 1.59045, -0.35743, 1.94788 eV/angstrom^2
beta - (alpha - gamma), full model: -0.02960 eV/angstrom^2
singular values of d(alpha,beta,gamma)/d ln(A,xi,q) = 3.3921, 0.1575, 0.0281 eV/angstrom^2
all assertions hold
```
